\section*{Pulse Duration at Which Two-Photon Carriers Cancel the Kerr Index in Silicon}

\section{One picosecond in a thin slice}

Take a slice of silicon so thin that a light pulse crosses it almost undiminished. The pulse is square: its intensity inside the crystal jumps from zero to $I=1\ \mathrm{GW/cm^2}$, stays there, and drops back to zero. The wavelength is 1550 nm. How does the refractive index change during the first picosecond?

The Kerr effect raises the index as soon as the light arrives. With a rough typical coefficient $n_2=4.5\times10^{-14}\ \mathrm{cm^2/W}$, the rise is
\[
n_2I=(4.5\times10^{-14})(10^{9})=4.5\times10^{-5},
\]
and it stays constant while the pulse lasts.

Meanwhile the crystal absorbs photons two at a time. One photon carries 0.80 eV, less than the gap of 1.12 eV, but two carry 1.60 eV and can create an electron-hole pair. With a two-photon coefficient $\beta=0.8\ \mathrm{cm/GW}$, the absorbed power density is $\beta I^2=8\times10^{8}\ \mathrm{W/cm^3}$. In one picosecond this deposits $8\times10^{-4}\ \mathrm{J/cm^3}$. Each pair costs $2\times1.28\times10^{-19}$ J, so about $3.1\times10^{15}$ pairs appear per cubic centimetre.

Free carriers lower the index. If each pair per cubic centimetre lowers it by $s=5\times10^{-21}\ \mathrm{cm^3}$, the first picosecond brings a decrease of about $1.6\times10^{-5}$, roughly a third of the Kerr rise. The carriers accumulate, whereas the Kerr change does not grow. Cancellation therefore takes about three picoseconds.

\section{The controlled derivation}

\subsection{Conventions}

The intensity $I$ is measured inside the silicon. The coefficient $\beta$ is defined by the loss of intensity along the propagation direction $z$,
\begin{equation}
\frac{dI}{dz}=-\beta I^2 ,
\label{eq:tpa}
\end{equation}
and $s>0$ by the carrier contribution $-sN$ to the index, where $N$ is the density of electron-hole pairs. Time $t$ runs from the arrival of the pulse front at the point considered. The crystal contains no excess carriers at $t=0$, and recombination is neglected for now.

``Cancel'' means that the net index change is zero at the trailing edge of the pulse, just before the light is switched off. A different criterion, based on the average over the pulse, is treated below.

\subsection{From absorbed power to pair density}

Consider a slice of thickness $dz$ and unit area. The power entering it is $I$, and the power leaving it is $I+(dI/dz)\,dz=I-\beta I^2dz$. The difference, divided by the volume $dz$, is the absorbed power density $\beta I^2$. Each pair takes two photons of energy $\hbar\omega$, so the generation rate is
\begin{equation}
G=\frac{\beta I^2}{2\hbar\omega}\equiv gI^2,\qquad g=\frac{\beta}{2\hbar\omega}.
\label{eq:rate}
\end{equation}
The factor 2 counts photons per pair. One pair supplies one electron and one hole, and $s$ already includes both.

For a constant intensity, $dN/dt=G$ with $N(0)=0$ gives $N=Gt$. The net index change is then
\begin{equation}
\Delta n(t)=n_2I-sGt .
\label{eq:net}
\end{equation}
It vanishes when the pair density reaches $N_c=n_2I/s$. Dividing this density by the rate \eqref{eq:rate} gives the required duration:
\begin{equation}
t_c=\frac{N_c}{G}
=\frac{n_2I}{s}\,\frac{2\hbar\omega}{\beta I^2}
=\frac{2\hbar\omega\,n_2}{\beta sI}.
\label{eq:tc}
\end{equation}

One power of $I$ survives in the denominator because the Kerr change is linear in intensity while pair generation is quadratic. The product
\begin{equation}
F_c=It_c=\frac{2\hbar\omega\,n_2}{\beta s}
\label{eq:fluence}
\end{equation}
is a fluence, an energy per area, and does not depend on intensity in this model. A pulse with a smaller fluence ends with the Kerr change still dominant; one with a larger fluence ends with a net negative change.

\subsection{The numbers}

For the coefficients above,
\begin{align}
N_c&=\frac{4.5\times10^{-5}}{5\times10^{-21}\ \mathrm{cm^3}}
=9.0\times10^{15}\ \mathrm{cm^{-3}},\\
G&=\frac{8.0\times10^{8}\ \mathrm{W/cm^3}}
{2(1.2816\times10^{-19}\ \mathrm{J})}
=3.12\times10^{27}\ \mathrm{cm^{-3}\,s^{-1}},\\
t_c&=\frac{9.0\times10^{15}}{3.12\times10^{27}}\ \mathrm{s}
\approx2.9\ \mathrm{ps}.
\end{align}
The corresponding fluence is $F_c\approx2.9\ \mathrm{mJ/cm^2}$. At fixed coefficients, the time becomes 29 ps at $0.1\ \mathrm{GW/cm^2}$ and 0.29 ps at $10\ \mathrm{GW/cm^2}$. The last value is as short as the carrier cooling time considered below, so a fixed room-temperature $s$ is doubtful there.

As a numerical check, the power lost in a thin slice was found by integrating \eqref{eq:tpa}, converted to a pair rate, and used in a carrier rate equation. The zero of the net index was then located numerically. It lies at 2.884 ps, as does the unrounded value of \eqref{eq:tc}. These digits test the algebra; the coefficients do not justify so many.

\subsection{Two other meanings of cancellation}

Suppose that the index change averaged over a square pulse of duration $T$ is to vanish. From \eqref{eq:net},
\begin{equation}
\frac1T\int_0^T(n_2I-sGt)\,dt
=n_2I-\frac{sGT}{2}.
\end{equation}
This is zero for $T=2n_2I/(sG)=2t_c\approx5.8$ ps. The carriers present on average are half those present at the end, so the pulse must last twice as long.

Laboratory pulses are smoother than a square. For a Gaussian pulse of peak intensity $I$ and full width at half maximum $T$,
\[
I(t')=I\exp\!\left(-\frac{4\ln2\;t'^2}{T^2}\right),
\]
where $t'=0$ at the peak. In the trailing tail the Kerr term fades while the carriers remain, so an instantaneous cancellation somewhere in the tail says little about the strength of the pulse. A more useful question is when the carriers cancel the Kerr change at the peak. The density generated up to the peak is half the integral over the whole pulse:
\begin{align}
N(0)&=gI^2\int_{-\infty}^{0}
\exp\!\left(-\frac{8\ln2\;t'^2}{T^2}\right)dt'\nonumber\\
&=\frac{gI^2T}{2}\sqrt{\frac{\pi}{8\ln2}} .
\end{align}
The exponent has doubled because generation follows the square of the intensity. Setting $N(0)=N_c=gI^2t_c$ gives
\begin{equation}
T=2t_c\sqrt{\frac{8\ln2}{\pi}}\approx2.66\,t_c\approx7.7\ \mathrm{ps}.
\end{equation}
At the same peak intensity, the change of pulse shape and criterion thus moves the answer by more than a factor of two, but not out of the picosecond range.

\section{Going deeper into the crystal}

The thin slice hides the loss of intensity. Its size is set by $\beta I=0.80\ \mathrm{cm^{-1}}$ at the entrance, which is negligible over micrometres but not over a centimetre. Let $I_0$ be the entrance intensity. Dividing \eqref{eq:tpa} by $-I^2$ gives $d(1/I)/dz=\beta$, so
\begin{equation}
A(z)=\frac{I_0}{1+\beta I_0z}
\label{eq:A}
\end{equation}
is the intensity at depth $z$ when two-photon absorption is the sole loss. Substitution into \eqref{eq:tc} gives
\begin{equation}
t_c(z)=\frac{n_2}{sgA(z)}=t_c(0)\,(1+\beta I_0z).
\label{eq:depth}
\end{equation}
At $z=0.5$ cm the factor is 1.4 and the time rises from 2.9 to 4.0 ps.

The generated carriers also absorb light. With an absorption cross-section $\sigma_a=1.45\times10^{-17}\ \mathrm{cm^2}$, their loss coefficient at cancellation is $\sigma_aN_c=0.13\ \mathrm{cm^{-1}}$ at the entrance. One would expect this to shift the time at 0.5 cm by a few per cent. Yet the numerical propagation gives 4.037 ps both with and without it. The agreement has a reason.

In time measured from the pulse front, and with linear loss and pulse spreading neglected, the coupled equations are
\begin{equation}
\frac{\partial I}{\partial z}=-\beta I^2-\sigma_aNI,\qquad
\frac{\partial N}{\partial t}=gI^2 .
\label{eq:coupled}
\end{equation}
The later part of the pulse meets more carriers and is weakened more. Try the form
\begin{equation}
I(z,t)=\frac{A(z)}{1+b(z)t},\qquad b(0)=0 .
\label{eq:trial}
\end{equation}
The pair density follows by integration in time:
\begin{equation}
N=gA^2\int_0^t\frac{dt'}{(1+bt')^2}
=\frac{gA^2t}{1+bt}=gA\,t\,I .
\label{eq:Ntrial}
\end{equation}
Insert \eqref{eq:trial} and \eqref{eq:Ntrial} into the first equation of \eqref{eq:coupled} and multiply by $(1+bt)^2$. With primes denoting derivatives with respect to $z$,
\begin{equation}
A'(1+bt)-Ab't=-\beta A^2-\sigma_agA^3t .
\end{equation}
This must hold at every $t$. The terms without $t$ give $A'=-\beta A^2$, which is satisfied by \eqref{eq:A}. The terms linear in $t$ give $A'b-Ab'=-\sigma_agA^3$. Replacing $A'$ by $-\beta A^2$ and dividing by $-A$ yields
\begin{equation}
b'+\beta Ab=\sigma_agA^2 .
\end{equation}
Write $q=1+\beta I_0z$, so that $A=I_0/q$ and $q'=\beta I_0=\beta Aq$. Multiplication by $q$ turns the left side into $(qb)'$:
\begin{equation}
(qb)'=\frac{\sigma_agI_0^2}{q},\qquad
b=\frac{\sigma_agI_0}{\beta}\,\frac{\ln q}{q}.
\end{equation}
The trial form therefore solves the equations and meets the entrance condition.

Now impose cancellation, $n_2I=sN$. By \eqref{eq:Ntrial} this reads $n_2I=sgA\,t\,I$. The intensity $I$, which contains all the free-carrier absorption, divides out and leaves \eqref{eq:depth}. Free-carrier absorption lowers the Kerr change at the trailing edge and the accumulated pair density by the same factor.

The light itself is weakened. At the cancellation time,
\[
bt_c(z)=\frac{\sigma_aN_c}{\beta I_0}\ln q
=\frac{0.131}{0.80}\ln1.4\approx0.055,
\]
where $N_c$ is the entrance value. The trailing-edge intensity at 0.5 cm is about 5\% below its value without free-carrier loss, although the crossing has not moved. This result rests on a flat entrance pulse, a linear carrier index, no recombination and a crystal that is empty of carriers at $t=0$. With a residual density $N_0$ the condition becomes $n_2I=s(N_0+gA\,t\,I)$, and $I$ no longer divides out. For a uniform $N_0=4.5\times10^{15}\ \mathrm{cm^{-3}}$, free-carrier absorption moves the crossing at 0.5 cm from 1.21 to 1.12 ps.

\section{When recombination matters}

Let pairs disappear with a lifetime $\tau$, so that $dN/dt=G-N/\tau$. With $N(0)=0$ the solution is
\begin{equation}
N=G\tau\left(1-e^{-t/\tau}\right).
\end{equation}
Cancellation still requires $N=N_c=Gt_c$, where $t_c$ is the time without recombination. Hence $1-e^{-t/\tau}=t_c/\tau$, and
\begin{equation}
t=-\tau\ln\!\left(1-\frac{t_c}{\tau}\right)
\approx t_c\left(1+\frac{t_c}{2\tau}\right)
\quad(t_c\ll\tau).
\end{equation}
For an assumed lifetime of 1000 ps the increase is 0.14\% of $t_c$. Neglecting recombination is harmless at this intensity.

It fails at low intensity. The density cannot exceed $G\tau$, so a crossing exists only for $t_c<\tau$, or
\begin{equation}
I>\frac{F_c}{\tau}
=\frac{2.88\times10^{-3}\ \mathrm{J/cm^2}}{10^{-9}\ \mathrm{s}}
\approx2.9\ \mathrm{MW/cm^2}.
\end{equation}
Below this threshold the Kerr change wins however long the pulse lasts, within the model of constant $s$ and $\tau$ and without heating. Numerical integration at half the threshold finds no crossing; at twice the threshold it finds one at $\tau\ln2$, as the formula requires.

\section{How good is the carrier coefficient?}

The value of $s$ depends on how the carriers are modelled. A simple model shows its origin. Let a free electron of effective mass $m_e^*$ be driven by a field $E\cos\omega t$, with collisions neglected over an optical cycle. From $m_e^*\ddot x=-eE\cos\omega t$, the oscillating displacement is
\begin{equation}
x=\frac{eE}{m_e^*\omega^2}\cos\omega t .
\end{equation}
The polarization of $N$ such electrons per volume is $-eNx$, opposite to the field. A hole has the opposite charge and the opposite displacement, so its polarization has the same sign. The two contributions add to the susceptibility
\begin{equation}
\chi=-\frac{Ne^2}{\varepsilon_0\omega^2}
\left(\frac1{m_e^*}+\frac1{m_h^*}\right).
\end{equation}
Since $(n_0+\Delta n)^2=n_0^2+\chi$ and $|\Delta n|\ll n_0$, the leading term is $\Delta n=\chi/(2n_0)$. Therefore
\begin{equation}
s_{\mathrm D}=\frac{e^2}{2n_0\varepsilon_0\omega^2}
\left(\frac1{m_e^*}+\frac1{m_h^*}\right).
\end{equation}
With $n_0=3.48$ and rough conductivity masses of 0.26 and 0.39 free-electron masses, this Drude estimate is $s_{\mathrm D}=1.98\times10^{-21}\ \mathrm{cm^3}$. It is 2.5 times smaller than the supplied $s$ and gives 7.3 ps.

The empirical Soref--Bennett fit at 1550 nm points the other way. With $N$ in $\mathrm{cm^{-3}}$, it reads
\begin{equation}
\Delta n=-8.8\times10^{-22}N-8.5\times10^{-18}N^{0.8}.
\end{equation}
The first term belongs to electrons and the second to holes. Cancellation now needs $6.7\times10^{15}$ pairs per cubic centimetre and takes 2.2 ps. At this density the electron term supplies about 13\% of the change, so the total grows locally as $N^p$ with $p\approx0.13+0.87\times0.8\approx0.83$. Then $N_c\propto I^{1/p}$ and, after division by $G\propto I^2$, $t_c\propto I^{1/p-2}\approx I^{-0.79}$. The constant-fluence law \eqref{eq:fluence} is thus tied to a linear carrier index.

The fit rests on data at higher carrier densities, so the 2.2 ps is already an extrapolation, and the fit should not be pushed to ever lower density. Its hole contribution per carrier varies as $N^{-0.2}$ and would grow without limit as $N\to0$, whereas independent carriers should each contribute a fixed amount. Its use here is a measure of model spread, not a calibration.

\section{Comparison of the estimates}

All entries below hold the wavelength at 1550 nm and use the trailing-edge criterion at the entrance.

\begin{center}
\begin{tabular}{lc}
Assumption changed & Time (ps)\\
\hline
Supplied linear coefficients & 2.9\\
Drude carrier coefficient & 7.3\\
Soref--Bennett fit & 2.2\\
$n_2$ down 30\%, $\beta$ up 30\% & 1.6\\
$n_2$ up 30\%, $\beta$ down 30\% & 5.4\\
$1\ \mathrm{GW/cm^2}$ outside the crystal & 4.2
\end{tabular}
\end{center}

The last entry assumes normal incidence on an uncoated surface, which transmits 69\% of the intensity; the time is longer by the inverse of that fraction. It counts the front surface alone, as suits a crystal thick enough that light reflected from the rear face returns only after the pulse has ended. In an uncoated slice a few micrometres thick, interference between the two faces can make the mean intensity inside either smaller or larger than outside, depending on the thickness, so the time can be shorter or longer than the 2.9 ps found for $1\ \mathrm{GW/cm^2}$ inside. Its value then also depends on the standing-wave pattern and on how far carriers diffuse between the bright and dark fringes. The table is a set of separate variations, not a confidence interval, and combined changes can lie outside its range.

Heating and carrier cooling have smaller effects. If all energy absorbed by the two processes above went at once into the lattice, the temperature would rise by 1.5 mK. With a thermo-optic coefficient of $1.8\times10^{-4}\ \mathrm{K^{-1}}$, the index would rise by at most 0.6\% of the Kerr change, which slightly delays cancellation. Each pair is created with 0.48 eV above the gap. With an assumed cooling time of 0.3 ps, about 10\% of the carriers present at $t_c$ are still hot from their creation. Free-carrier absorption, at $\sigma_aI/\hbar\omega\approx0.11$ photons per pair per picosecond, reheats others and raises the share to about 13\%. If their index coefficient differed by half from the room-temperature value, which is an assumed figure and not a computed one, the total carrier index would change by 6 to 7\%. The pair density is $3.2\times10^{-4}$ of the effective conduction-band density, so the cooled electrons are far from degenerate.

Diffusion depends on the geometry. With an ambipolar diffusivity of $18\ \mathrm{cm^2/s}$, carriers created at the pulse front spread along one axis by $\sqrt{2Dt_c}$, about 100 nm, and later ones by less. This is small beside a beam many micrometres wide. In a waveguide a few hundred nanometres across, it is enough to redistribute carriers within the core, and a local estimate should give way to an average over the optical mode.

For real silicon devices, the coefficients used here are rough typical room-temperature values, and a nanosecond lifetime is a plausible scale for a small waveguide. The assumption of an empty initial state can also fail. In a pulse train whose spacing is not long compared with the carrier lifetime, carriers left by earlier pulses give a starting density $N_0$, and with recombination neglected during the pulse the time becomes $(N_c-N_0)/G$. A residue of half $N_c$, or $4.5\times10^{15}\ \mathrm{cm^{-3}}$, halves the estimate to 1.4 ps. For an isolated square pulse at $1\ \mathrm{GW/cm^2}$, single changes of assumption give between 1.6 and 7.3 ps. Combined changes reach further: the Drude coefficient with the Gaussian peak criterion gives about 19 ps. The defensible answer is an order of magnitude, from a few picoseconds to a few tens at most among the cases treated here. The factor in front depends on all three material coefficients, $n_2$, $\beta$ and $s$, and on the pulse shape.

\section*{Calculated quantities}
\begin{verbatim}
Wavelength: 1550 nm
Intensity inside silicon: 1.0 GW/cm2
Kerr coefficient n2: 4.50e-14 cm2/W
Two-photon coefficient beta: 0.80 cm/GW
Linear carrier coefficient s: 5.00e-21 cm3
Photon energy: 0.7999 eV = 1.2816e-19 J
Two-photon energy: 1.600 eV; gap: 1.12 eV
Kerr index change: 4.50e-05
Absorbed power density: 8.00e+08 W/cm3
Pair generation rate: 3.121e+27 cm^-3 s^-1
Cancelling pair density: 9.00e+15 cm^-3
Cancellation time, formula: 2.884 ps
Cancellation time, rate equation: 2.884 ps
Cancellation fluence: 2.884 mJ/cm2
Formula time at 0.1 GW/cm2: 28.8 ps
Formula time at 10 GW/cm2: 0.288 ps
Duration for zero pulse-averaged change: 5.77 ps
Conductivity masses e, h: 0.26, 0.39 m_e
Linear refractive index: 3.48
Drude carrier coefficient: 1.98e-21 cm3
Time with Drude coefficient: 7.26 ps
Pair density with Soref-Bennett fit: 6.73e+15 cm^-3
Time with Soref-Bennett fit: 2.16 ps
Local power of I in time, Soref-Bennett: -0.79
Time, n2 -30% and beta +30%: 1.55 ps
Time, n2 +30% and beta -30%: 5.36 ps
Recombination time assumed: 1000 ps
Time increase by recombination: 0.144 %
Threshold intensity with recombination: 2.88 MW/cm2
Two-photon loss coefficient beta*I: 0.80 cm^-1
Free-carrier cross-section: 1.45e-17 cm2
Free-carrier loss at cancellation: 0.131 cm^-1
Depth examined: 0.5 cm
Time there, two-photon loss only: 4.037 ps
Time there, with free-carrier loss: 4.037 ps
Thermo-optic coefficient: 1.8e-04 K^-1
Heat capacity: 1.66 J/(cm3 K)
Upper bound on heating: 1.50 mK
Thermal/Kerr index ratio, upper bound: 0.60 %
Ambipolar diffusivity: 18 cm2/s
Diffusion length in cancellation time: 102 nm
Carrier cooling time assumed: 0.3 ps
Share of carriers still hot: 10.4 %
Effective band density: 2.8e+19 cm^-3
Pair density / band density: 3.2e-04
Transmission of uncoated surface: 0.694
Time if 1 GW/cm2 is outside: 4.16 ps
\end{verbatim}
